# Crossover time of Edwards–Wilkinson growth on a ring

## The problem

A growing edge has height $h(x,t)$ along a ring of circumference $L$. In the frame moving with the mean growth velocity it obeys the Edwards–Wilkinson equation

$$\frac{\partial h}{\partial t}=\nu\frac{\partial^2h}{\partial x^2}+\eta(x,t),$$

where $\nu>0$ and $\eta$ is Gaussian white noise of zero mean with

$$\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t').$$

The edge is straight at $t=0$. Its roughness is measured by the ensemble average of the spatial variance,

$$W^2(t)=\left\langle\frac1L\int_0^L[h(x,t)-\bar h(t)]^2dx\right\rangle,\qquad \bar h=\frac1L\int_0^Lh\,dx .$$

At first $W^2$ grows as a power of time; later it saturates.

(a) At what time $t_\times$ does the leading early law, continued forward, equal the saturated variance?

(b) What fraction of the saturated variance has the edge really reached at that time?

(c) Evaluate the answers for an atomic step edge 1000 nm long, and judge whether the model applies.

## A tempting solution

Expand the height in modes, $h=\sum_n h_n(t)e^{ik_nx}$ with $k_n=2\pi n/L$. Each mode obeys

$$\dot h_n=-\nu k_n^2h_n+\eta_n,\qquad \eta_n=\frac1L\int_0^L\eta\,e^{-ik_nx}dx .$$

The double integral over the noise correlation contains one delta function in position, which leaves a factor $L$ against the prefactor $1/L^2$. Hence $\langle\eta_n(t)\eta_n^*(t')\rangle=(2D/L)\,\delta(t-t')$. With $h_n(0)=0$ the solution is

$$h_n(t)=\int_0^te^{-\nu k_n^2(t-t')}\eta_n(t')\,dt',$$

and therefore

$$\langle|h_n|^2\rangle=\frac{2D}{L}\int_0^te^{-2\nu k_n^2(t-t')}dt'=\frac{D}{L\nu k_n^2}\left(1-e^{-2\nu k_n^2t}\right).$$

The mode $n=0$ is the mean height, which the variance subtracts. By Parseval's theorem,

$$W^2(t)=\frac1L\sum_{n\ne0}\frac{D}{\nu k_n^2}\left(1-e^{-2\nu k_n^2t}\right).\tag{1}$$

The ring is long, so the sum is now replaced by an integral, $\frac1L\sum_n\to\int dk/2\pi$. At early times the integral may run over all $k$. Define

$$I(a)=\int_{-\infty}^{\infty}\frac{1-e^{-ak^2}}{k^2}dk .$$

Then $I(0)=0$ and $I'(a)=\int e^{-ak^2}dk=\sqrt{\pi/a}$, so $I(a)=2\sqrt{\pi a}$. Setting $a=2\nu t$ gives

$$W^2_{\rm early}=\frac{D}{2\pi\nu}\,2\sqrt{2\pi\nu t}=D\sqrt{\frac{2t}{\pi\nu}}.\tag{2}$$

At late times the exponentials vanish, and the integral is cut off at the smallest wave number, $2\pi/L$:

$$W^2_{\rm sat}\overset{?}{=}2\int_{2\pi/L}^{\infty}\frac{dk}{2\pi}\frac{D}{\nu k^2}=\frac{D}{\pi\nu}\,\frac{L}{2\pi}=\frac{DL}{2\pi^2\nu}.$$

Equating the two and squaring,

$$\frac{2D^2t}{\pi\nu}=\frac{D^2L^2}{4\pi^4\nu^2}\quad\Longrightarrow\quad t\overset{?}{=}\frac{L^2}{8\pi^3\nu}.$$

The dimensions are right and $D$ has cancelled, as it must: the equation is linear, so $D$ multiplies both variances and cannot set a time. Neither check detects a wrong numerical factor.

## Where it fails

Equation (1) is correct, and so is the early law (2). The fault is the second use of the integral. A sum may be replaced by an integral when its terms change little from one $n$ to the next. At early times, $\nu t\ll L^2$, this holds: the terms start at $2Dt/L$ for small $k$ and fall off smoothly over a range of order $1/\sqrt{\nu t}$, which contains many modes.

At saturation the terms are proportional to $1/n^2$. The second is a quarter of the first, however long the ring is. Lengthening the ring makes the wave numbers denser but also moves the lower limit towards the singularity at $k=0$, and the error does not shrink. In terms of $n$, the tempting solution used

$$\int_1^\infty\frac{dn}{n^2}=1\qquad\text{in place of}\qquad\sum_{n=1}^{\infty}\frac1{n^2}=\frac{\pi^2}{6}.$$

The saturated variance came out too small by the factor $6/\pi^2=0.608$. The early variance grows as $\sqrt t$, so the time at which it reaches a given level depends on the square of that level. The crossover time is therefore too small by $36/\pi^4=0.370$.

## The right solution

**Part (a).** Keep the sum at saturation. The modes $n$ and $-n$ contribute equally, which gives a factor 2:

$$W^2_{\rm sat}=\frac{2D}{\nu L}\sum_{n=1}^{\infty}\frac{L^2}{4\pi^2n^2}
=\frac{DL}{2\pi^2\nu}\,\frac{\pi^2}{6}=\frac{DL}{12\nu}.\tag{3}$$

Equate this to (2) and square:

$$\frac{2D^2t_\times}{\pi\nu}=\frac{D^2L^2}{144\nu^2}.$$

Multiplication by $\pi\nu/(2D^2)$ gives

$$\boxed{t_\times=\frac{\pi L^2}{288\,\nu}}\tag{4}$$

This was tested on a ring of 120 points with $L=3$, $\nu=0.7$ and $D=1.9$ in arbitrary units. The covariance matrix of the heights was propagated in time without using Fourier modes, and the early variance was obtained by numerical quadrature. The two met at 0.99986 times the value (4).

**Part (b).** The early law contains no $L$, so it cannot show how the ring begins to limit the roughness. To find this, differentiate (1):

$$\frac{dW^2}{dt}=\frac{2D}{L}\sum_{n\ne0}e^{-2\nu k_n^2t}
=2D\left[\frac1L\sum_{n=-\infty}^{\infty}e^{-2\nu k_n^2t}-\frac1L\right].\tag{5}$$

The first term in the bracket has a simple meaning. Let a unit pulse of heat be released at one point of the ring and spread with diffusivity $2\nu$. The term is the temperature at that point after time $t$. The same temperature follows from an infinite line carrying one pulse at every multiple of $L$, because that arrangement is periodic and solves the same equation. Hence

$$\frac1L\sum_{n=-\infty}^{\infty}e^{-2\nu k_n^2t}=\frac{1}{\sqrt{8\pi\nu t}}\sum_{m=-\infty}^{\infty}e^{-m^2L^2/(8\nu t)}.$$

Keep $m=0$ and integrate (5) from zero. The first term gives

$$\int_0^t\frac{2D\,dt'}{\sqrt{8\pi\nu t'}}=\frac{4D\sqrt t}{\sqrt{8\pi\nu}}=D\sqrt{\frac{2t}{\pi\nu}},$$

which is (2) again. The second gives $-2Dt/L$. Thus

$$W^2(t)\simeq D\sqrt{\frac{2t}{\pi\nu}}-\frac{2Dt}{L}.\tag{6}$$

The subtracted term is the variance of the mean height. The infinite-line law counts this motion as roughness, and on a ring it is not.

Let $s=t/t_\times$. The first term of (6), divided by $W^2_{\rm sat}$, is $\sqrt s$ by the definition of $t_\times$. The second, divided likewise, is

$$\frac{2Dt}{L}\,\frac{12\nu}{DL}=\frac{24\nu t}{L^2}=\frac{24\pi s}{288}=\frac{\pi s}{12},$$

so that

$$\frac{W^2}{W^2_{\rm sat}}\simeq\sqrt s-\frac{\pi s}{12}.\tag{7}$$

At $s=1$ the fraction is $1-\pi/12=0.738$. The omitted pulses are negligible there. The nearest two carry the factor $2e^{-L^2/(8\nu t_\times)}=2e^{-36/\pi}\approx2\times10^{-5}$, and this factor was smaller still at all earlier times.

At $t_\times$ the edge therefore has about 74% of its final variance and $\sqrt{0.738}=0.859$ of its final rms width. A direct simulation of the noisy equation, with 6000 runs on 32 points, gave 0.746 for the variance fraction, about 1% above the calculated value.

## How broad the crossover is

The time $t_\times$ is the intersection of two asymptotes, and nothing abrupt happens there. From (6), the early law exceeds the true variance by 5% of the early law's own value when $\pi\sqrt s/12=0.05$, that is at

$$s=\left(\frac{0.6}{\pi}\right)^2=0.0365 .$$

For the approach to saturation, return to (1) and divide by (3):

$$\frac{W^2}{W^2_{\rm sat}}=1-\frac{6}{\pi^2}\sum_{n=1}^{\infty}\frac{e^{-2\nu k_n^2t}}{n^2}.$$

The slowest term, $n=1$, decays with the time

$$\tau=\frac{1}{2\nu k_1^2}=\frac{L^2}{8\pi^2\nu}=\frac{36}{\pi^3}\,t_\times=1.161\,t_\times .$$

The factor 2 in the denominator appears because the variance is quadratic in the height; the amplitude of the same mode takes $2\tau$. So $\tau$ and $t_\times$ are close in size but answer different questions. Keeping the slowest term alone, 95% of the saturated variance is reached when $(6/\pi^2)e^{-t/\tau}=0.05$. This gives $t=\tau\ln12.16=2.90\,t_\times$. At that time the $n=2$ term is smaller than the first by $\tfrac14e^{-3t/\tau}\approx10^{-4}$, which justifies leaving it out.

Between the two 5% marks the time grows by a factor $2.90/0.0365\approx80$. If the early exponent is to be read from data, the data must lie well below $t_\times$.

## A second case: free ends

The number 288 belongs to the ring. Consider a segment of the same length whose ends are free, with $\partial h/\partial x=0$ there. Its normalized modes are $\sqrt{2/L}\cos(k_nx)$ with $k_n=\pi n/L$ and $n=1,2,\dots$. The noise projected on each has strength $2D$, so the mean square amplitude saturates at $D/(\nu k_n^2)$. The spatial variance is $1/L$ times the sum over modes:

$$W^2_{\rm sat,free}=\frac{D}{\nu L}\sum_{n=1}^{\infty}\frac{L^2}{\pi^2n^2}=\frac{DL}{6\nu}.$$

This is twice the value for the ring, because the ring forces the two ends to meet. The leading early law is unchanged. The modes are spaced by $\pi/L$, and $\frac1L\sum_{n\ge1}\to\frac1\pi\int_0^\infty dk$ equals $\frac1{2\pi}\int_{-\infty}^{\infty}dk$ for an even integrand. Doubling the level at fixed early law multiplies the time by four:

$$t_{\times,\rm free}=\frac{\pi L^2}{72\nu}.$$

A numerical intersection for a chain with free ends gave the ratio 4.0000. The scaling with $L^2/\nu$ is common to both cases; the prefactor has meaning only when the boundary condition is named.

## Part (c): an atomic step edge

A single atomic step on a crystal surface under vapour deposition is a one-dimensional interface. Let $\beta$ be its stiffness and $\Gamma$ its mobility. For small slopes its free energy is $\frac\beta2\int(\partial_xh)^2dx$, whose restoring force per length is $\beta\,\partial_x^2h$. If the exchange of atoms at the edge limits the motion, the velocity is $\Gamma/(k_BT)$ times this force, so

$$\nu=\frac{\Gamma\beta}{k_BT}.$$

The noise follows from equipartition. The modes $\pm n$ together have energy $\beta Lk_n^2|h_n|^2$ and two real degrees of freedom, hence mean energy $k_BT$. Therefore $\langle|h_n|^2\rangle=k_BT/(\beta Lk_n^2)$. Comparison with the saturated value $D/(\nu Lk_n^2)$ gives $D/\nu=k_BT/\beta$, that is $D=\Gamma$.

Take $T=1173$ K, $\beta=0.30$ eV/nm and $\Gamma=5.0\times10^4$ nm³/s. With $k_BT=0.1011$ eV,

$$\nu=\frac{5.0\times10^4\times0.30}{0.1011}=1.48\times10^5\ \text{nm}^2/\text{s},\qquad \frac D\nu=0.337\ \text{nm}.$$

For $L=1000$ nm, closed periodically,

$$W^2_{\rm sat}=\frac{0.337\times1000}{12}=28.1\ \text{nm}^2,\qquad W_{\rm sat}=5.3\ \text{nm},$$

$$t_\times=\frac{\pi\times10^6}{288\times1.484\times10^5}\ \text{s}=0.0735\ \text{s}=73.5\ \text{ms}.$$

At this time the rms width is 4.55 nm. The tempting solution would have given $0.370\times73.5=27$ ms. Free ends would give 294 ms.

These parameters are rough typical values for a step on Si(111) at high temperature, and the results are those of the model, not measurements. A real step is not a closed ring, and its ends may change the time by a factor such as the four found above. The straight start is also an idealization: a step already in thermal equilibrium has the saturated variance from the outset and shows no crossover. Temperature matters too. With an assumed activation energy of 1.5 eV for $\Gamma$ and $\beta$ held fixed, a rise of 10 K shortens $t_\times$ by 11%.

A further assumption is that attachment limits the motion. Suppose that atoms must also diffuse away over the terrace, with diffusivity $D_s$ and attachment coefficient $\kappa$. Beside an isolated step, a concentration disturbance of wave number $k$ decays as $e^{-k|y|}$. Let $c_e$ be the disturbance that would be in equilibrium with the curved step, and $c$ the actual one at the edge. Flux balance requires

$$\kappa(c_e-c)=D_skc\quad\Longrightarrow\quad \kappa(c_e-c)=\kappa c_e\frac{kd}{1+kd},\qquad d=\frac{D_s}{\kappa}.$$

Each mode is slowed by $kd/(1+kd)$. Its equilibrium variance is unchanged, since equipartition does not depend on the kinetics. For $d=5000$ nm the slowest mode keeps 0.969 of its rate, and the variance at 73.5 ms is 0.731 of saturation instead of 0.738. For $d=100$ nm the rate factor is 0.386 and the fraction falls to 0.541. Both values of $d$ are assumed. When $kd\ll1$ the rate becomes $\nu dk^3$, so for $L\gg2\pi d$ the relaxation time of an isolated step grows as $L^3$ and (4) no longer applies. This neglects desorption: with a desorption length $x_s$ the disturbance decays with $\sqrt{k^2+x_s^{-2}}$ in place of $k$, and for $L\gg2\pi x_s$ the time grows as $L^2$ again, with a reduced $\nu$. Neighbouring steps at a distance $\ell$ change this law once $k\ell\lesssim1$.

Deposition itself has little influence here. Let the terraces be $\ell=500$ nm wide and the net rate $F=0.020$ layers/s, so that the step advances at $v=F\ell=10$ nm/s. During $t_\times$ it moves 0.74 nm, and the roughness comes mainly from thermal exchange. Three effects of growth can be sized.

- **Instability.** A bulge reaches into the richer part of the terrace. Suppose the step is fed from one side with instantaneous attachment. The coverage $c(y)$ then has $c(0)=0$, $D_sc'(0)=v$ and $D_sc''=-F$. A displacement $\zeta$ adds a disturbance $u$ with $u''=k^2u$, $u(0)=-v\zeta/D_s$ and $u'(\ell)=0$, hence $D_su'(0)=vk\tanh(k\ell)\,\zeta$. The growth rate $D_s[c''\zeta+u'(0)]/\zeta$ is $vk\tanh(k\ell)-F$. For the longest wave it is 0.043 s⁻¹, or 0.7% of the smoothing rate $\nu k_1^2=5.86$ s⁻¹. This sets the instability for instantaneous attachment against the smoothing for slow attachment. At a given attachment length $d$ the instability rate is divided by $1+kd\tanh(k\ell)$, while the smoothing rate is multiplied by $kd\tanh(k\ell)/[1+kd\tanh(k\ell)]$, so their ratio is 0.7% divided by $kd\tanh(k\ell)$. It is 0.02% for $d=5000$ nm and 1.2% for $d=100$ nm, and it reaches one near $d\approx1$ nm, where the longest wave becomes unstable. The neighbouring step was held straight; if it meanders in phase, the rate for instantaneous attachment is 0.044 s⁻¹.
- **Nonlinearity.** Growth along the local normal adds $\frac v2(\partial_xh)^2$. For a single wave of amplitude $W_{\rm sat}$ its ratio to the smoothing term is about $vW_{\rm sat}/(2\nu)=1.8\times10^{-4}$. The short waves on a rough step raise the momentary ratio for the longest mode by an amount that depends on the shortest length kept: about 0.7% for the atomic spacing and 0.14% for 10 nm. They fluctuate quickly and largely average out.
- **Shot noise.** Atoms of area $\Omega$ arrive at rate $v/\Omega$ per length, and each advances the edge by an area $\Omega$. The noise strength $v\Omega$ is $6\times10^{-6}$ of the thermal $2D$.

Neighbouring steps hardly confine this one, since $W_{\rm sat}$ is 1% of the terrace width. Leaving out wavelengths shorter than twice the atomic spacing of 0.384 nm removes $5\times10^{-4}$ of the saturated variance. The small-slope description has a lower limit in length: over 10 nm the rms slope is already 0.18, so $\beta$ must be understood as the stiffness of segments many atoms long.

For these parameters, (4) is thus a fair estimate if $d$ is several times larger than $L$, the step starts nearly straight, and the periodic boundary is an acceptable substitute for the real ends. The remaining values are listed in the numerical output.

## Numbers as computed

```
Temperature: 1173 K; kB T: 0.1011 eV
Step stiffness: 0.30 eV/nm
Step mobility = D: 5.000e+04 nm^3/s
Ring length L: 1000 nm
Terrace width: 500 nm
Net deposition rate: 0.020 layers/s
Smoothing coefficient nu: 1.4840e+05 nm^2/s
Ratio D/nu: 0.3369 nm
Saturated variance: 28.078 nm^2
Saturated rms width: 5.299 nm
Crossover time t_x: 0.07351 s = 73.51 ms
Numerical meeting time / formula: 0.99986
t/t_x = 0.01: W2/W2sat = 0.0974, rms width = 1.654 nm
t/t_x = 0.10: W2/W2sat = 0.2900, rms width = 2.854 nm
t/t_x = 1.00: W2/W2sat = 0.7382, rms width = 4.553 nm
t/t_x = 3.00: W2/W2sat = 0.9541, rms width = 5.176 nm
Langevin simulation, W2/W2sat at t_x: 0.746
Early law 5% of its value too high at t/t_x: 0.0365
95% of saturated variance at t/t_x: 2.901
Slowest variance decay time / t_x, chain: 1.161
Slowest variance decay time: 85.35 ms
Free-end / ring crossover time: 4.0000
Free-end crossover time: 294.0 ms
Attachment length 5000 nm: slowest-mode rate factor 0.969, W2/W2sat at t_x 0.731
Attachment length 100 nm: slowest-mode rate factor 0.386, W2/W2sat at t_x 0.541
Step speed: 10.0 nm/s; advance during t_x: 0.735 nm
Slowest-mode smoothing rate nu k1^2: 5.858 1/s
Growth instability rate, upper estimate: 0.0426 1/s
Instability / smoothing rate: 7.27e-03
Nonlinear term / smoothing term: 1.79e-04
Shot noise / thermal noise strength: 6.39e-06
Assumed step repulsion coefficient: 0.050 eV nm
Elastic / stiffness restoring force: 8.11e-07
Saturated width / terrace width: 0.0106
Atomic spacing: 0.384 nm
Variance fraction beyond atomic cutoff: 4.67e-04
Lattice time spacing^2/nu: 9.94e-07 s
Rms slope over 10 nm: 0.183
Assumed activation energy: 1.50 eV
Change of t_x for +10 K: -11.0 %
```
